# Attenuation of a 5 eV Electron Beam by an Imaginary Potential

## Problem

Electrons of kinetic energy 5 eV travel along \(x\) through a uniform medium. Collisions remove electrons from the beam, and the removal is represented by adding a constant potential \(-iW\), with \(W>0\), to the Hamiltonian. The kinetic energy \(E\) is measured inside the medium, from the real part of the potential. The electron has the free-electron mass. The attenuation length \(L\) is the distance over which the probability density falls by a factor \(e\).

(a) Show that \(-iW\) removes probability at the rate \(2W\) per unit time.

(b) Find the exact relation between \(W\), \(E\) and \(L\) for a stationary beam, and its limits for weak and strong loss.

(c) Show that \(L=10\) angstrom (1 nm) requires \(W\) near 0.44 eV. Find the error of the weak-loss formula, and the value of \(W\) that would follow if 10 angstrom were the decay length of the amplitude.

(d) The medium begins abruptly at \(x=0\). What fraction of the beam does the imaginary potential itself reflect?

(e) In a photoresist, electrons are also deflected without losing energy, and an electron that has lost a little energy may keep moving. Estimate how these facts change the meaning of \(W\) and \(L\).

The algebra uses atomic units, in which \(\hbar\), the electron mass and the elementary charge equal one. Energies are then in hartree (27.21139 eV) and lengths in bohr (0.529177 angstrom).

## Solution

### (a) The local loss law

The Schrödinger equation with the added potential is

\[
i\frac{\partial\psi}{\partial t}=-\frac12\frac{\partial^2\psi}{\partial x^2}-iW\psi .
\]

Dividing by \(i\), and then taking the complex conjugate, gives

\[
\frac{\partial\psi}{\partial t}=\frac{i}{2}\frac{\partial^2\psi}{\partial x^2}-W\psi,
\qquad
\frac{\partial\psi^*}{\partial t}=-\frac{i}{2}\frac{\partial^2\psi^*}{\partial x^2}-W\psi^* .
\]

The loss term has the same sign in both equations, because \(-iW\) changes sign under conjugation and so does the \(i\) on the left-hand side. Multiply the first equation by \(\psi^*\), the second by \(\psi\), and add. With \(\rho=|\psi|^2\),

\[
\frac{\partial\rho}{\partial t}
=\frac{i}{2}\left(\psi^*\frac{\partial^2\psi}{\partial x^2}
-\psi\frac{\partial^2\psi^*}{\partial x^2}\right)-2W\rho .
\]

The probability current is

\[
j=\frac{1}{2i}\left(\psi^*\frac{\partial\psi}{\partial x}
-\psi\frac{\partial\psi^*}{\partial x}\right).
\]

In its derivative the products of first derivatives cancel. Since \(1/(2i)=-i/2\), the bracketed term in the density equation equals \(-\partial j/\partial x\). Therefore

\[
\frac{\partial\rho}{\partial t}+\frac{\partial j}{\partial x}=-2W\rho .
\]

Probability disappears at the rate \(2W\), so the lifetime in the beam is \(\tau=1/(2W)\), or \(\hbar/(2W)\) in ordinary units. The factor 2 arises because \(\psi\) and \(\psi^*\) each contribute a decay rate \(W\). A potential \(+iW\) would create probability instead.

The missing probability belongs to electrons that have left the 5 eV beam. The model does not follow them, so their removal need not mean that they have been trapped.

### (b) The stationary beam

A steady source supplies electrons of real energy \(E\), so the time factor is \(e^{-iEt}\). The loss then appears as decay in space. Insert \(\psi=e^{ikx}e^{-iEt}\) into the wave equation:

\[
E=\frac{k^2}{2}-iW,
\qquad\text{so}\qquad
k^2=2(E+iW).
\]

Write \(k=q+i\kappa\), with real \(q\) and \(\kappa\). Then \(k^2=q^2-\kappa^2+2iq\kappa\), and the real and imaginary parts give

\[
q^2-\kappa^2=2E,\qquad q\kappa=W .
\]

For positive \(W\), \(q\) and \(\kappa\) have the same sign. A wave travelling to the right has \(q>0\), hence \(\kappa>0\), and it decays in its direction of travel. Its density is

\[
\rho(x)=\rho(0)\,|e^{iqx-\kappa x}|^2=\rho(0)\,e^{-2\kappa x},
\qquad L=\frac{1}{2\kappa}.
\]

Substituting \(q=W/\kappa\) into the first relation gives \(W^2/\kappa^2=2E+\kappa^2\). Multiplying by \(\kappa^2\) and taking the positive root yields

\[
\boxed{W=\kappa\sqrt{2E+\kappa^2},\qquad \kappa=\frac{1}{2L}.}
\]

**Weak loss.** Let \(v=\sqrt{2E}\) be the speed without loss. If \(\kappa\ll v\), the term \(\kappa^2\) under the root can be dropped:

\[
W\simeq\frac{v}{2L},
\qquad\text{or}\qquad
W\simeq\frac{\hbar v}{2L}\ \text{in ordinary units}.
\]

This is the same as \(L\simeq v\tau\): the attenuation length is the distance covered in one lifetime. At fixed \(L\), the required \(W\) grows as \(\sqrt E\), because a faster electron spends less time in each layer.

To find the leading correction at fixed \(W\), set \(w=W/E\) and expand the wave number:

\[
k=v\sqrt{1+iw}
=v\left(1+\frac{iw}{2}+\frac{w^2}{8}-\frac{iw^3}{16}+\cdots\right).
\]

Its imaginary part is

\[
\kappa=\frac{vw}{2}\left(1-\frac{w^2}{8}+\cdots\right)
=\frac{W}{v}\left(1-\frac{w^2}{8}+\cdots\right),
\]

where \(vW/(2E)=W/v\) follows from \(v^2=2E\). Inverting,

\[
L=\frac{1}{2\kappa}
=\frac{v}{2W}\left(1+\frac{W^2}{8E^2}+\cdots\right).
\]

The weak-loss formula therefore slightly underestimates \(L\) for a given weak \(W\).

**Strong loss.** If \(\kappa^2\gg2E\), the exact relation becomes \(W\simeq\kappa^2\), so \(L\simeq1/(2\sqrt W)\). The length no longer depends on the incident energy. Since \(q\simeq\kappa\) in this limit, the density falls substantially within one wavelength, and the picture of a particle crossing the medium at speed \(v\) fails.

### (c) The required strength

In atomic units the inputs are

\[
E=\frac{5.0}{27.21139}=0.183747,
\qquad
L=\frac{10.0}{0.529177}=18.8973 .
\]

Hence \(\kappa=1/(2\times18.8973)=0.026459\), and

\[
W=0.026459\sqrt{2(0.183747)+(0.026459)^2}=0.016055 .
\]

Conversion to electronvolts gives

\[
W=0.016055\times27.21139\ \text{eV}=0.437\ \text{eV}\simeq0.44\ \text{eV}.
\]

The weak-loss formula gives nearly the same value. The speed is \(v=\sqrt{2E}=0.606212\), which corresponds to \(\hbar v=8.7292\) eV angstrom, so

\[
W\simeq\frac{8.7292}{2\times10.0}\ \text{eV}=0.436\ \text{eV}.
\]

The ratio \(W/E\) is 0.087. If the weak-loss value of \(W\) is used, the correction \(W^2/(8E^2)\) is \(9.5\times10^{-4}\), so the true attenuation length exceeds 10 angstrom by about 0.01 angstrom. Rounding \(W\) to 0.44 eV has a larger effect: it gives \(L=9.93\) angstrom. Both changes are far smaller than the uncertainty in applying this simple model to a real resist.

The lifetime is \(\hbar/(2W)=0.753\) fs. The wavelength without loss is \(2\pi/v\), or 5.48 angstrom. The density thus falls by a factor \(e\) over nearly two wavelengths. For weak loss, \(L=v/(2W)\) and the wavelength \(\lambda=2\pi/v\) give \(L/\lambda=E/(2\pi W)\). The factor \(2\pi\) explains why the beam survives for so few wavelengths although \(W\) is much smaller than \(E\).

If 10 angstrom were the decay length of the amplitude, \(\kappa\) would be \(1/L\) rather than \(1/(2L)\). The exact relation would then give \(W=0.876\) eV. This is slightly more than twice the previous value, because doubling \(\kappa\) also raises the square root a little.

### (d) Reflection at the entrance

Suppose that only the imaginary potential changes at \(x=0\). On the left, write the wave as \(e^{ivx}+r e^{-ivx}\), since the wave number there equals \(v\) in atomic units. On the right it is \(t e^{ikx}\). Continuity of the wave and its derivative requires

\[
1+r=t,\qquad v(1-r)=kt .
\]

Eliminating \(t\) gives \(v(1-r)=k(1+r)\), so

\[
r=\frac{v-k}{v+k}.
\]

For weak loss, \(k\simeq v(1+iw/2)\). The numerator is then \(-ivw/2\), and the denominator is \(2v\) to leading order. Thus

\[
r\simeq-\frac{iW}{4E},
\qquad
|r|^2\simeq\frac{W^2}{16E^2}=4.8\times10^{-4}.
\]

About 0.05 per cent of the incident current is reflected. A step in the real potential would add its own reflection, which is not included here.

A finite layer shows where the rest of the current goes. Take a slab 10 angstrom thick, with lossless regions at the same real potential on both sides. The wave equation can be integrated numerically by a Runge–Kutta method, starting from a purely outgoing wave at the far face and working back to the entrance. There the solution is separated into incident and reflected waves. The transmitted fraction of the current is 0.3683 and the reflected fraction is 0.0007. The absorbed fraction, obtained by integrating \(2W\rho\) through the slab and dividing by the incident current, is 0.6309. To the digits shown, the three fractions account for 0.9999 of the current, the remainder being rounding.

The transmission is close to \(e^{-1}=0.3679\). The small excess comes mostly from matching the wave at the two faces, and to a lesser extent from waves reflected between them. The factor \(e^{-x/L}\) describes only the decay of a single wave travelling forward.

### (e) What the length means in a resist

**The real case.** In extreme-ultraviolet lithography, absorbed photons release electrons that produce slower secondary electrons in the resist. An energy of 5 eV lies in the range of these slow electrons. A length of 1 nm is a rough value for illustration; lengths of several nanometres are also plausible, and they depend on the material and on how the length is defined. At fixed energy and weak loss, doubling \(L\) halves \(W\). The value 0.44 eV is therefore the strength that reproduces a chosen length, not a prediction for a particular resist.

**Mass and energy reference.** For an effective mass \(m\), the kinetic term is \(k^2/(2m)\). The two conditions become \(q^2-\kappa^2=2mE\) and \(q\kappa=mW\), so

\[
W=\frac{\kappa}{m}\sqrt{2mE+\kappa^2}.
\]

With \(E=5\) eV and \(L=10\) angstrom held fixed, \(m=0.8\) gives 0.489 eV and \(m=1.2\) gives 0.399 eV. If the floor of the real potential lies 1 eV lower, the kinetic energy inside is 6 eV. With the free-electron mass and the same \(L\), the required \(W\) is then 0.478 eV.

**Elastic deflection.** The definition of the beam can change \(W\) by more than the changes of mass and energy reference above. If 10 angstrom describes the undeflected beam, \(W\) includes every event that removes an electron from it, elastic deflections among them. If it describes the decay with depth of all 5 eV electrons, deflected ones included, then \(W\) should represent energy loss alone.

The second case can be estimated by neglecting interference between scattered waves. Let \(f(x,c)\) be the density of 5 eV electrons whose direction has cosine \(c\) relative to \(x\). Let \(\gamma\) be the mean number of energy-loss events per unit path, \(\ell\) the elastic mean free path, and \(\Gamma=\gamma+1/\ell\). For isotropic elastic scattering,

\[
c\,\frac{\partial f}{\partial x}
=-\Gamma f+\frac{1}{2\ell}\int_{-1}^{1}f(x,c')\,dc' .
\]

The last term returns deflected electrons to all directions equally. Far from the surface, seek \(f=g(c)e^{-x/D}\), where \(D\) is the decay length with depth. Then

\[
\left(\Gamma-\frac{c}{D}\right)g(c)
=\frac{1}{2\ell}\int_{-1}^{1}g(c')\,dc' .
\]

For a positive solution \(\Gamma D>1\). Divide by the bracket, integrate over \(c\), and cancel the common integral of \(g\):

\[
1=\frac{1}{2\ell}\int_{-1}^{1}\frac{dc}{\Gamma-c/D}
=\frac{D}{2\ell}\ln\frac{\Gamma D+1}{\Gamma D-1}.
\]

The logarithm is therefore \(2\ell/D\). Exponentiating and solving for \(\Gamma D\) gives

\[
\Gamma D=\frac{e^{2\ell/D}+1}{e^{2\ell/D}-1}
=\frac{1}{\tanh(\ell/D)} .
\]

Take \(\ell=D=10\) angstrom as a round illustration. Then \(\Gamma=0.1313\) per angstrom, and \(\gamma=\Gamma-1/\ell=0.0313\) per angstrom. From part (a), the loss rate per unit path is \(\gamma=2W/(\hbar v)\), so

\[
W=\frac{\hbar v\gamma}{2}
=\frac{8.7292\times0.0313}{2}\ \text{eV}=0.137\ \text{eV}.
\]

This is less than one third of 0.44 eV. Deflections lengthen the path needed to reach a given depth, so a smaller loss rate per unit path produces the same decay with depth. At the same \(\ell\), the reduction is weaker if elastic scattering favours small angles. What mainly matters is the transport path \(\ell/(1-\langle\cos\theta\rangle)\), with \(\theta\) the deflection angle; if that path is held fixed instead, the required \(W\) changes little. The result also applies only at depths of several \(D\); nearer the surface, the decay depends on the directions in which the electrons enter.

**Motion after a loss.** Suppose that each loss event transfers one vibrational quantum of 0.2 eV, a rough value. An electron can then make \(N=5.0/0.2=25\) flights before its kinetic energy is spent. For a scale estimate, let the flights have independent, isotropic directions and exponentially distributed lengths \(s\) with a constant mean \(\Lambda=10\) angstrom. The mean square length of one flight is

\[
\int_0^\infty s^2\,\frac{e^{-s/\Lambda}}{\Lambda}\,ds=2\Lambda^2 .
\]

Products of displacements from different flights average to zero, so the mean square distance after \(N\) flights is \(2N\Lambda^2\). The root-mean-square distance is

\[
\Lambda\sqrt{2N}=10\sqrt{50}\ \text{angstrom}=70.7\ \text{angstrom},
\]

or about 7 nm. The assumption of isotropic directions matters: losses to polar vibrations favour small deflection angles, most strongly while the electron is fast, so successive flights tend to point in similar directions and the distance is larger for the same number and mean length of flights. Elastic deflections between losses, omitted here, act the other way. With isotropic elastic scattering of mean free path \(\ell\), each flight has mean length \(\Lambda\ell/(\Lambda+\ell)\) and there are on average \(N(\Lambda+\ell)/\ell\) of them, so the mean square distance becomes \(2N\Lambda^2\ell/(\Lambda+\ell)\); for \(\ell=\Lambda=10\) angstrom the root-mean-square distance is 50 angstrom. The value of \(\Lambda\) is an assumption too. Coupling to a polar vibration of 0.2 eV alone gives roughly 3 to 8 nm between losses at 5 eV, for an optical permittivity of 2.2 and a static permittivity between 3.9 and 2.6. The path shortens as the electron slows, down to energies of about twice the quantum, and lengthens again close to the emission threshold. Larger energy losses or early capture can end the motion sooner. The 7 nm is therefore an illustration, not a predicted range. The estimate nevertheless separates two lengths: a beam attenuation length of 1 nm does not by itself fix the final range of the electrons or the blur of the chemical image.

Numbers in the example were calculated in double precision.
